\section*{Uehling correction to the cesium weak matrix element and its nuclear-radius dependence}

\section*{Problem}

The nuclear weak charge mixes the $6s$ and $6p_{1/2}$ states of cesium through an operator proportional to $\rho(r)\gamma_5$, where $\rho$ is the nuclear density with $\int 4\pi r^2\rho\,dr=1$. Vacuum polarization changes the electron wave functions at the nucleus. To first order in the nuclear field, a point charge $Z$ acquires the Uehling potential
\begin{equation}
U_{\rm pt}(r)=-\frac{Z\beta}{r}\,\chi(r),\qquad
\chi(r)=\int_1^\infty dt\,e^{-2crt}\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2},\qquad \beta=\frac{2\alpha}{3\pi}.
\label{upt}
\end{equation}
Hartree atomic units are used, so $c=1/\alpha$ and the reduced Compton length is $\lambda=\alpha$. Let $\zeta=Z\alpha$ and $\gamma=\sqrt{1-\zeta^2}$. The nucleus is a uniform sphere of radius $R$, for both electric and weak charge.

(a) Reduce the weak matrix element to a radial integral $W$, and find $U$ at short distances and for the sphere.

(b) For $R\ll\zeta\lambda/2$, find how the first-order relative change $\delta W/W$ depends on $L=\ln(\lambda/R)$, including the coefficients of $L^2$ and $L$.

(c) Find the leading term of $\delta W/W$ when $\zeta\to0$ at fixed small $R/\lambda$.

(d) Compute $\delta W/W$ for cesium with $R=1.2\,A^{1/3}$ fm, $A=133$, in a Thomas--Fermi screened field, and compare it with (b).

\section*{Solution}

\subsection*{(a) Matrix element and potential}

Write the Dirac spinor as $\psi=r^{-1}(P\,\Omega_{\kappa m},\,iQ\,\Omega_{-\kappa m})$, with $\kappa=-1$ for $s$ and $\kappa=+1$ for $p_{1/2}$. With the rest energy subtracted from $E$,
\begin{equation}
P'=-\frac{\kappa}{r}P+\frac{E-V+2c^2}{c}Q,\qquad
Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}P .
\label{dirac}
\end{equation}
The matrix $\gamma_5$ exchanges upper and lower components. The upper part of $s$ and the lower part of $p_{1/2}$ both carry $\Omega_{-1,m}$; the other two parts carry $\Omega_{1,m}$. The angular integrals are therefore one, and
\begin{equation}
\langle s|\rho\gamma_5|p\rangle=i W,\qquad
W=\int\rho\,(P_sQ_p-Q_sP_p)\,dr .
\end{equation}
The relative sign comes from $(iQ_s)^*=-iQ_s$. Constant prefactors of the weak operator cancel in $\delta W/W$.

In \eqref{upt} put $t=\cosh u$. Then $\sqrt{t^2-1}\,dt/t^2=\tanh^2u\,du$. With $S=\operatorname{sech}^2u$ the weight is $(1-S)(1+S/2)=1-S/2-S^2/2$, so
\begin{equation}
\chi(r)=\int_0^\infty du\,e^{-2(r/\lambda)\cosh u}\Big(1-\frac S2-\frac{S^2}2\Big).
\label{chi}
\end{equation}
The first term is $K_0(2r/\lambda)\to\ln(\lambda/r)-\gamma_E$ at small $r$. In the others the exponential tends to one, and $\int_0^\infty S\,du=1$, $\int_0^\infty S^2du=\int_0^1(1-y^2)dy=2/3$. Hence
\begin{equation}
\chi(r)\to\ln\frac{\lambda}{r}-C,\qquad C=\gamma_E+\frac12+\frac13=\gamma_E+\frac56 .
\label{short}
\end{equation}

For the sphere, each $u$ in \eqref{chi} gives a Yukawa potential with $\mu=2c\cosh u$. Its folded form $f$ obeys $\nabla^2f-\mu^2f=-4\pi\rho$. With $n=3/(\mu^2R^3)$ and $y=\mu R$, the solutions are $rf=nr-B\sinh\mu r$ inside and $rf=De^{-\mu r}$ outside. Continuity of $rf$ and of its derivative requires
\begin{equation}
nR-B\sinh y=De^{-y},\qquad n-\mu B\cosh y=-\mu De^{-y}.
\end{equation}
Adding $\mu$ times the first equation to the second gives $n(1+y)=\mu Be^{y}$. Inserting $B$ in the first gives $D$:
\begin{equation}
B=\frac n\mu(1+y)e^{-y},\qquad
D=\frac n\mu\big[ye^y-(1+y)\sinh y\big]=\frac{3(y\cosh y-\sinh y)}{y^3}.
\end{equation}
The potential of the sphere is $U(r)=-Z\beta\int_0^\infty du\,(1-S/2-S^2/2)\,f(r)$.

\subsection*{(b) Dependence on the nuclear radius}

\paragraph{The field near the nucleus.}
For $r\ll\zeta\lambda/2$ the term $2c^2$ in \eqref{dirac} is small beside $|V|=Z/r$. The energy and the nearly constant screening potential are smaller still. Outside the nucleus the $s$ equations become
\begin{equation}
\frac{d}{d\ln r}\begin{pmatrix}P\\Q\end{pmatrix}
=\begin{pmatrix}1&\zeta\\-\zeta&-1\end{pmatrix}\begin{pmatrix}P\\Q\end{pmatrix}.
\label{massless}
\end{equation}
The eigenvalues are $\pm\sqrt{1-\zeta^2}=\pm\gamma$. Let $q=(1-\gamma)/\zeta=\zeta/(1+\gamma)$. The right eigenvectors $v_\pm$ and the left eigenvector $l$ for $+\gamma$ are
\begin{equation}
v_+=\frac{(1,-q)}{\sqrt{1-q^2}},\qquad v_-=\frac{(q,-1)}{\sqrt{1-q^2}},\qquad l=\frac{(1,q)}{\sqrt{1-q^2}},
\end{equation}
with $l\cdot v_+=1$ and $l\cdot v_-=0$.

For $p_{1/2}$ the signs of the diagonal terms are reversed. The pair $(Q_p,-P_p)$ then obeys \eqref{massless}, and the same exchange works inside the nucleus. Both states are thus given by one regular solution $(P,Q)$, and $P_sQ_p-Q_sP_p\propto P^2+Q^2$.

Let $x=r/R$ and normalize this solution to $P\to x$ at the center. Outside,
\begin{equation}
(P,Q)=A x^\gamma v_++B_-x^{-\gamma}v_- ,\qquad w=\int_0^1(P^2+Q^2)\,dx .
\end{equation}
As $R\to0$ the outer atom fixes the coefficient of $r^\gamma$, because the $v_-$ part at $r\sim\lambda$ is smaller by $(R/\lambda)^{2\gamma}$. Each function is therefore multiplied by a factor proportional to $R^\gamma/A$. Since $\rho\,dr\propto R^{-2}dx$,
\begin{equation}
W\propto R^{2\gamma-2}\,\frac{w}{A^2}.
\label{scaling}
\end{equation}

\paragraph{Splitting the perturbation.}
At a distance $s$ from a charge element, \eqref{short} reads $\chi=L-C-\ln(s/R)$. Folding with the sphere gives
\begin{equation}
U=\beta(L-C)\,V_{\rm nuc}+U_2 .
\end{equation}
The first part rescales the nuclear coupling by the relative amount $\beta(L-C)$. The second, in units of $Z/R$, is a function of $x$ alone. At large $x$ it is a relative coupling change $-\beta\ln x$, with folding corrections that fall as $x^{-2}$.

Choose a fixed radius $r_m\ll\zeta\lambda/2$ and let $R\to0$. With $X=r_m/R$ and $\ell=\ln(\lambda/r_m)$ we have $\ln X=L-\ell$. The effect of $U$ at $r>r_m$ does not depend on $R$ in this limit. Neither does the perturbed $v_-$ part at $r_m$, since it is an integral of the coupling change weighted by $(r/r_m)^{2\gamma}$, dominated by $r\sim r_m$. Thus only the growing amplitude $\mathcal A=X^{-\gamma}\,l\cdot(P,Q)$ at $r_m$ and the integral $w$ bring in $R$:
\begin{equation}
\frac{\delta W}{W}=\delta\ln w-2\,\delta\ln\mathcal A+\text{const}.
\end{equation}

\paragraph{First part.}
Change $\zeta$ to $\zeta'$ for $r<r_m$, keeping $l$ and $\gamma$ in $\mathcal A$ at their original values. For large $X$,
\begin{equation}
\ln\mathcal A=\ln A(\zeta')+[\gamma(\zeta')-\gamma(\zeta)]\ln X+\ln[l(\zeta)\cdot v_+(\zeta')].
\end{equation}
The last scalar product is $(1-qq')/\sqrt{(1-q^2)(1-q'^2)}$. The derivative of its logarithm at $q'=q$ is $-q/(1-q^2)+q/(1-q^2)=0$. Also $d\gamma/d\ln\zeta=-\zeta^2/\gamma$. The first part therefore contributes
\begin{equation}
\beta(L-C)\Big[k_1+\frac{2\zeta^2}{\gamma}(L-\ell)\Big],\qquad
k_1=\frac{d\ln(w/A^2)}{d\ln\zeta}.
\label{part1}
\end{equation}

\paragraph{Second part.}
A relative coupling change $\eta(x)$ adds $\zeta\eta\begin{pmatrix}0&1\\-1&0\end{pmatrix}$ to the matrix in \eqref{massless}. Its projection on the growing solution is
\begin{equation}
\frac{d\,\delta\ln\mathcal A}{d\ln x}=-\zeta\eta\,\frac{2q}{1-q^2}=-\frac{\zeta^2}{\gamma}\eta ,
\end{equation}
because $q^2=(1-\gamma)/(1+\gamma)$ gives $1-q^2=2\gamma/(1+\gamma)$. The $v_-$ part adds a term falling as $x^{-2\gamma}$, apart from logarithms, whose integral converges. With $\eta=-\beta\ln x$,
\begin{equation}
-2\,\delta\ln\mathcal A=\frac{2\zeta^2}{\gamma}\int^{X}\eta\,\frac{dx}{x}
=-\frac{\beta\zeta^2}{\gamma}(L-\ell)^2+\text{const}.
\label{part2}
\end{equation}

\paragraph{Sum.}
In \eqref{part1} plus \eqref{part2} the coefficient of $L^2$ is $(2-1)\beta\zeta^2/\gamma$. The terms in $L\ell$ are $-2\beta\zeta^2/\gamma$ and $+2\beta\zeta^2/\gamma$; they cancel, as they must, since $r_m$ was arbitrary. What remains is
\begin{equation}
\boxed{\frac{\delta W}{W}=a_2L^2+a_1L+a_0,\quad
a_2=\frac{2\alpha(Z\alpha)^2}{3\pi\gamma},\quad
a_1=\frac{2\alpha}{3\pi}k_1-2\Big(\gamma_E+\frac56\Big)a_2}
\label{law}
\end{equation}
up to terms that vanish with $R$. The two states contribute equally to $a_2$ and $a_1$. Physically, the electron sees a growing effective charge on its way in, and the charge acts through the exponent $\gamma$. One logarithm is the growth of the charge; the other is the range of $\ln r$ over which it acts.

\paragraph{The shape number $k_1$.}
Inside the sphere $-RV/c=\zeta(3-x^2)/2$, so
\begin{equation}
\frac{dP}{dx}=\frac Px+\frac{\zeta(3-x^2)}2Q,\qquad
\frac{dQ}{dx}=-\frac Qx-\frac{\zeta(3-x^2)}2P .
\end{equation}
Insert $P=\sum p_nx^{2n+1}$ and $Q=\sum q_nx^{2n+2}$, with $p_0=1$ and coefficients of negative index zero. Equal powers give
\begin{equation}
2n\,p_n=\frac\zeta2(3q_{n-1}-q_{n-2}),\qquad
(2n+3)\,q_n=-\frac\zeta2(3p_n-p_{n-1}).
\end{equation}
Continuity at $x=1$ yields $A=l\cdot(P,Q)=[P(1)+qQ(1)]/\sqrt{1-q^2}$.

To lowest order, $q_0=-\zeta/2$, $q_1=\zeta/10$, $p_1=-3\zeta^2/8$, $p_2=\zeta^2/10$ and $p_3=-\zeta^2/120$. With $q\simeq\zeta/2$,
\begin{align}
A&\simeq1-\Big(\frac{17}{60}+\frac15-\frac18\Big)\zeta^2=1-\frac{43}{120}\zeta^2,\\
w&\simeq\frac13+\Big(-\frac{233}{1890}+\frac{58}{1575}\Big)\zeta^2=\frac13\Big(1-\frac{817}{3150}\zeta^2\Big).
\end{align}
Thus $\ln(w/A^2)\simeq\text{const}+\frac{2881}{6300}\zeta^2$ and $k_1\simeq0.915\,\zeta^2$. For cesium this is $0.147$; the full series gives $0.1529$.

\subsection*{(c) Small nuclear charge}

Both logarithmic coefficients are of order $\alpha\zeta^2$. The constant $a_0$ has a term of lower order in $\zeta$, from distances $r\sim\lambda$, where the mass matters. To find it, drop $V$ and $E$ in \eqref{dirac} and keep $U$ to first order.

For $s$, start from $P=ar$, $Q=0$. The equations become $(rQ)'=rUP/c$ and $(P/r)'=2cQ/r$, so
\begin{equation}
\frac Pr\Big|_\infty-\frac Pr\Big|_0=2a\int_0^\infty\frac{dr}{r^2}\int_0^rU s^2ds=2a\int_0^\infty U s\,ds ,
\end{equation}
after exchanging the order of integration. Here $\infty$ means $r\gg\lambda$ but well inside the atom. With the outer amplitude fixed, the value at the nucleus changes by the factor $1-2\int Ur\,dr$.

For $p_{1/2}$, start from $P=ar^2$, $Q=3ar/(2c)$. Now $(Q/r)'=UP/(cr)=aUr/c$, and $Q/r$ at the nucleus changes by the factor $1-\frac23\int Ur\,dr$. In this limit $W$ comes from $P_sQ_p$, so the two changes add:
\begin{equation}
\frac{\delta W}{W}\to-\frac83\int_0^\infty Ur\,dr=\frac83\,\beta\zeta\int_0^\infty\chi\,\frac{dr}\lambda .
\end{equation}
Integrating \eqref{chi} over $r/\lambda$ gives a factor $1/(2\cosh u)$. The integrals of $\operatorname{sech}u$, $\operatorname{sech}^3u$ and $\operatorname{sech}^5u$ over $u>0$ are $\pi/2$, $\pi/4$ and $3\pi/16$. Therefore
\begin{equation}
\int_0^\infty\chi\,\frac{dr}{\lambda}=\frac12\Big(\frac\pi2-\frac\pi8-\frac{3\pi}{32}\Big)=\frac{9\pi}{64},\qquad
\frac{\delta W}{W}\to\frac{3\pi}{8}\beta\zeta=\frac{\alpha(Z\alpha)}{4}.
\end{equation}
This coefficient holds for a point nucleus; a finite radius changes it by terms that vanish with $R/\lambda$. At the cesium radius, $R/\lambda=0.016$, they lower the coefficient from $0.25$ to about $0.23$. At fixed small $R/\lambda$ and $\zeta\to0$ this constant exceeds the logarithmic terms. The $L^2$ term leads when $R\to0$ at fixed $\zeta$.

\subsection*{(d) Cesium}

\paragraph{Model.}
The valence electron moves in
\begin{equation}
V=V_{\rm nuc}+\frac{Z-1}{r}\Big[1-\varphi\Big(\frac rb\Big)\Big],\qquad
\varphi''=\frac{\varphi^{3/2}}{\sqrt x},\qquad b=\frac12\Big(\frac{3\pi}4\Big)^{2/3}Z^{-1/3},
\end{equation}
where here $x=r/b$, $\varphi(0)=1$ and $\varphi(\infty)=0$. The potential tends to $-1/r$ far out. Exchange, correlation and the response of the core are left out.

Equations \eqref{dirac} are solved on a logarithmic grid with $U$ multiplied by $+\frac14$ and $-\frac14$. The difference of the two values of $W$, divided by $\frac12W$, is the first-order correction; second-order terms cancel.

\paragraph{Result.}
The radius is $R=6.125$ fm $=1.1575\times10^{-4}$ bohr. The energies are $-0.188$ hartree for $6s$ and $-0.118$ hartree for $6p_{1/2}$. The matrix element rises from $1.5993$ to $1.6061$ a.u.:
\begin{equation}
\boxed{\frac{\delta W}{W}=+0.43\ \text{percent}}
\end{equation}
The $6s$ function supplies $0.240$ and the $6p_{1/2}$ function $0.188$ percentage points.

The model binds $6s$ too strongly; the measured binding is roughly $0.14$ hartree. This matters little here. Scaling $b$ by $0.9$ and $1.1$ moves the $6s$ energy from $-0.140$ to $-0.262$ hartree, but the correction only from $0.426$ to $0.428$ percent. Removing $U$ beyond $r=\lambda$ leaves $0.425$ percent. The correction arises within a Compton length of the nucleus, where screening mainly sets an overall amplitude that cancels in the ratio.

\paragraph{Comparison with the logarithmic law.}
With $\zeta=0.40135$ and $\gamma=0.91592$,
\begin{align}
L&=\ln\frac{7.29735\times10^{-3}}{1.15753\times10^{-4}}=4.144,\\
a_2&=1.54855\times10^{-3}\times\frac{0.40135^2}{0.91592}=2.723\times10^{-4},\\
a_1&=1.54855\times10^{-3}\times0.15293-2(1.41055)(2.723\times10^{-4})=-5.31\times10^{-4}.
\end{align}
Full atomic solutions at $L=11,12,13$ test these coefficients. Their finite differences give $a_2=2.724\times10^{-4}$ and, when $24a_2$ with the analytic $a_2$ is subtracted from the slope at $L=12$, $a_1=-5.31\times10^{-4}$. Half the second difference is $1.36\times10^{-4}$ for each state, the equal sharing found above. The growth of $\ln W$ per unit $L$ is $0.1682$, in agreement with $2-2\gamma$ from \eqref{scaling}.

The constant is not given by the short-distance analysis. Fixing it at $L=12$ yields $a_0=1.90\times10^{-3}$, of which the term $\alpha(Z\alpha)/4$ from (c) is $0.73\times10^{-3}$. The law then compares with the atomic solutions as follows.
\begin{center}
\begin{tabular}{ccc}
$L$ & atom (percent) & law (percent)\\
4.144 (Cs) & 0.427 & 0.437\\
5 & 0.600 & 0.605\\
6 & 0.849 & 0.852\\
8 & 1.507 & 1.508\\
13 & 4.102 & 4.102
\end{tabular}
\end{center}
At the cesium radius the law consists of
\begin{equation}
0.468\ (L^2)\;-\;0.220\ (L)\;+\;0.190\ (\text{constant})=0.437\ \text{percent},
\end{equation}
where the sum is rounded from the unrounded terms. The $L^2$ term alone lies near the full result because the other two nearly cancel; it is not a controlled estimate at this radius. The law exceeds the atomic value by about 2 percent of the correction. Terms that vanish with $R$ are not negligible here: the condition $R\ll\zeta\lambda/2$ is met with a ratio of $0.08$.

The law also gives the sensitivity to the radius:
\begin{equation}
\frac{d}{d\ln R}\frac{\delta W}{W}=-(2a_2L+a_1)\simeq-1.7\times10^{-3}.
\end{equation}
This is the slope of the asymptotic law; atomic solutions at radii 3 percent above and below the cesium value give $-1.8\times10^{-3}$. A nucleus larger by 1 percent lowers the correction by about $0.002$ percentage points, so an error of a few percent in $R$ changes the correction by less than $0.01$ percentage points.

The result covers the Uehling change of one matrix element. The parity-violating transition amplitude also contains other intermediate states, energy denominators and dipole elements, and its radiative correction includes self-energy and vertex terms. None of these is computed here.

\section*{Computed values}
\begin{verbatim}
Z, A of the nucleus: 55, 133
nuclear radius R: 6.1254 fm = 1.15753e-04 bohr
reduced Compton length: 7.297353e-03 bohr
L = ln(lambda/R) for cesium: 4.1438
zeta = Z alpha: 0.40135; gamma: 0.91592
2 alpha/(3 pi): 1.54855e-03
Euler + 5/6: 1.41055
Thomas-Fermi slope at origin: -1.5881
Thomas-Fermi length b: 0.23280 bohr
test 2p1/2 energy, solver: -398.95631 hartree
test 2p1/2 energy, closed form: -398.95631 hartree
6s energy: -0.18824 hartree
6p1/2 energy: -0.11839 hartree
W without Uehling term: 1.59930 a.u.
W with first-order term: 1.60613 a.u.
Uehling correction to W: +0.4274 percent
  share of 6s: +0.2399 percent
  share of 6p1/2: +0.1875 percent
6s energy shift, difference: -2.63523e-05 hartree
6s energy shift, mean of U: -2.63523e-05 hartree
correction from U at r < lambda: +0.4253 percent
correction, b times 0.9: +0.4260 percent
correction, b times 1.1: +0.4279 percent
6s energy, b times 0.9: -0.13954 hartree
6s energy, b times 1.1: -0.26187 hartree
k1 (uniform sphere): 0.15293
a2, formula: 2.72346e-04; from atoms: 2.72391e-04
a1, formula: -5.31495e-04; from atoms: -5.30924e-04
slope at L=12, formula: 6.00481e-03
slope at L=12, from atoms: 6.00538e-03
half 2nd difference, 6s: 1.36159e-04
half 2nd difference, 6p: 1.36175e-04
a0, fixed at L=12: 1.89994e-03
growth of ln W per unit L: 0.16816
2 - 2 gamma: 0.16815
L, correction from atom (percent), quadratic law (percent):
   5  0.6001  0.6051
   6  0.8493  0.8515
   8  1.5074  1.5078
  11  2.9007  2.9007
  12  3.4740  3.4740
  13  4.1018  4.1017
cesium, L^2 term: +0.4677 percent
cesium, L term: -0.2202 percent
cesium, constant: +0.1900 percent
cesium, quadratic law: +0.4374 percent
\end{verbatim}
